**Inverse participation ratio of a two-site model**

The program tests the result $P=1-2t^2/(D^2+4t^2)$ for both eigenstates, where $P$ is the sum of squared site weights, $D$ the site-energy difference and $t$ the hopping. It asserts agreement with matrix diagonalization for 300 random pairs, half of them with complex hopping; the largest error in $P$ is $1.4\times10^{-15}$. It also asserts the limiting values, the midpoint $D=2t$ at $t=0.50$ eV, and, for the worked example, the equality of $P$ with the period-averaged return probability. For $t=0.50$ eV and $D=0.75$ eV, both states have $P=0.68$. Further assertions cover the correction for overlapping orbitals and the band mass of a close-packed network. In random networks of 216 and 1000 sites, the average $P$ of the lowest state falls from 0.00476 to 0.00105. The program asserts that this fall exceeds a factor of three, and that the change from the pair to the larger network exceeds the changes caused by the assumed overlap and site-energy shift.

## Verification by program

```python
# Result under test: both eigenstates of a two-site model have
#     P = 1 - 2 t^2 / (D^2 + 4 t^2).
# P: inverse participation ratio, the sum of squared site weights.
# D: site-energy difference; -t: hopping matrix element (orthonormal sites).
# R = sqrt(D^2 + 4 t^2): splitting of the two energy levels.
# D and t must not both vanish. Energies are in eV.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

rng = np.random.default_rng(12)


def pair_matrix(D, t, offset=0.0):
    return np.array([[offset + D / 2, -t],
                     [-np.conj(t), offset - D / 2]])


def participation(vectors):
    return np.sum(np.abs(vectors) ** 4, axis=0)


def formula(D, t):
    return 1 - 2 * abs(t) ** 2 / (D ** 2 + 4 * abs(t) ** 2)


# Random pairs: diagonalization against energies, weights and P.
largest_error = 0.0
for trial in range(300):
    D_try = rng.uniform(-3, 3)
    t_try = rng.uniform(0.05, 2)
    if trial % 2:
        t_try = t_try * np.exp(1j * rng.uniform(0, 2 * np.pi))
    offset = rng.uniform(-2, 2)
    levels, states = eigh(pair_matrix(D_try, t_try, offset))
    R_try = np.sqrt(D_try ** 2 + 4 * abs(t_try) ** 2)
    assert np.allclose(levels - offset, [-R_try / 2, R_try / 2], atol=1e-12)
    imbalance = np.abs(states[0]) ** 2 - np.abs(states[1]) ** 2
    assert np.allclose(imbalance, [-D_try / R_try, D_try / R_try], atol=1e-12)
    error = np.max(np.abs(participation(states) - formula(D_try, t_try)))
    largest_error = max(largest_error, error)
assert largest_error < 1e-12

# Limits, including the dependence on how D = t = 0 is approached.
P_equal_sites = participation(eigh(pair_matrix(0.0, 1e-6))[1])
P_uncoupled = participation(eigh(pair_matrix(1e-6, 0.0))[1])
assert np.allclose(P_equal_sites, 0.5, atol=1e-12)
assert np.allclose(P_uncoupled, 1.0, atol=1e-12)
P_weak = participation(eigh(pair_matrix(1.0, 0.01))[1])
assert np.max(np.abs(P_weak - (1 - 2 * 0.01 ** 2))) < 1e-7

# Worked example.
t = 0.50
D = 0.75
levels, states = eigh(pair_matrix(D, t))
states = states * np.sign(states[0])
weights = states ** 2
P_states = participation(states)
P = P_states[0]
R = levels[1] - levels[0]
assert np.allclose(P_states, formula(D, t), atol=1e-12)

D_mid = brentq(lambda x: participation(eigh(pair_matrix(x, t))[1])[0] - 0.75,
               0.01, 5.0)
assert abs(D_mid - 2 * t) < 1e-9

# Average return probability over one oscillation, by propagation in time.
period = const.h / (R * const.e)
return_average = []
for site in range(2):
    samples = []
    for time in np.arange(64) * period / 64:
        phase_matrix = pair_matrix(D, t) * const.e * time / const.hbar
        propagator = expm(-1j * phase_matrix)
        samples.append(abs(propagator[site, site]) ** 2)
    return_average.append(np.mean(samples))
assert np.allclose(return_average, P, atol=1e-10)

# Orbital overlap: generalized problem, then orthogonalized amplitudes.
overlap = 0.20
S = np.array([[1.0, overlap], [overlap, 1.0]])
s_values, s_vectors = eigh(S)
S_half = s_vectors @ np.diag(np.sqrt(s_values)) @ s_vectors.T
raw_states = eigh(pair_matrix(D, t), S)[1]
P_overlap_states = participation(S_half @ raw_states)
D_eff = D / np.sqrt(1 - overlap ** 2)
t_eff = t / (1 - overlap ** 2)
assert np.allclose(P_overlap_states, formula(D_eff, t_eff), atol=1e-12)
P_overlap = P_overlap_states[0]

# Shift of the site-energy difference, and temperature.
shift = 0.10
P_low = participation(eigh(pair_matrix(D - shift, t))[1])[0]
P_high = participation(eigh(pair_matrix(D + shift, t))[1])[0]
temperature = 300.0
kT = const.k * temperature / const.e
assert R > 10 * kT

# Band mass of a close-packed network with the same hopping.
spacing_nm = 0.33
d = spacing_nm * 1e-9
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) * d / np.sqrt(2)
half_steps = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                       [1, -1, 0], [1, 0, -1], [0, 1, -1]])
bonds = half_steps @ primitive
assert np.allclose(np.linalg.norm(bonds, axis=1), d, rtol=1e-12)


def band_energy(k_vector):
    return -2 * t * const.e * np.sum(np.cos(bonds @ k_vector))


masses = []
dk = 1e-2 / d
for direction in ([1, 0, 0], [1, 1, 1]):
    k_step = dk * np.array(direction) / np.linalg.norm(direction)
    curvature = (band_energy(k_step) + band_energy(-k_step)
                 - 2 * band_energy(np.zeros(3))) / dk ** 2
    masses.append(const.hbar ** 2 / curvature / const.m_e)
mass_formula = const.hbar ** 2 / (4 * t * const.e * d ** 2) / const.m_e
# The finite step leaves a relative error of order (dk d)^2 = 1e-4.
assert np.allclose(masses, mass_formula, rtol=1e-4)


# Lowest state of a periodic network with random site energies +-D/2.
def network_participation(length):
    count = length ** 3
    H = np.diag(rng.choice([-D / 2, D / 2], size=count))
    cells = np.array(np.unravel_index(np.arange(count), (length,) * 3))
    for step in half_steps:
        shifted = (cells + step[:, None]) % length
        partner = np.ravel_multi_index(tuple(shifted), (length,) * 3)
        H[np.arange(count), partner] -= t
        H[partner, np.arange(count)] -= t
    lowest = eigh(H, subset_by_index=[0, 0])[1]
    return participation(lowest)[0]


samples_per_size = 4
P_small = np.mean([network_participation(6) for _ in range(samples_per_size)])
P_large = np.mean([network_participation(10) for _ in range(samples_per_size)])
assert P_small / P_large > 3
other_changes = [abs(P_overlap - P), abs(P_low - P), abs(P_high - P)]
assert abs(P_large - P) > max(other_changes)

print(f"Largest error of P in 300 random pairs: {largest_error:.1e}")
print(f"P for equal site energies: {P_equal_sites[0]:.4f}")
print(f"P for uncoupled unequal sites: {P_uncoupled[0]:.4f}")
print(f"Hopping t: {t:.2f} eV")
print(f"Site-energy difference D: {D:.2f} eV")
print(f"Level splitting R: {R:.4f} eV")
for name, n in (("Lower", 0), ("Upper", 1)):
    print(f"{name} state energy from mean: {levels[n]:.4f} eV")
    print(f"{name} state amplitudes, high-energy site then low-energy site: "
          f"{states[0, n]:.4f}, {states[1, n]:.4f}")
    print(f"{name} state weights, same order: "
          f"{weights[0, n]:.4f}, {weights[1, n]:.4f}")
    print(f"{name} state P: {P_states[n]:.4f}")
print(f"Participation number 1/P: {1 / P:.4f} sites")
print(f"D at which P = 3/4: {D_mid:.4f} eV")
for D_row in (0.0, 0.5, 1.0, 2.0, 4.0):
    P_row = participation(eigh(pair_matrix(D_row, t))[1])[0]
    print(f"Table, same t: D = {D_row:.1f} eV gives P = {P_row:.4f}")
print(f"Oscillation period h/R: {period * 1e15:.3f} fs")
print(f"Average return probability, high-energy site: {return_average[0]:.4f}")
print(f"Average return probability, low-energy site: {return_average[1]:.4f}")
print(f"Assumed metal spacing: {spacing_nm:.2f} nm")
print(f"Band mass implied by t: {mass_formula:.3f} electron masses")
print(f"Assumed orbital overlap: {overlap:.2f}")
print(f"Effective D with overlap: {D_eff:.4f} eV")
print(f"Effective t with overlap: {t_eff:.4f} eV")
print(f"P with overlap: {P_overlap:.4f}")
print(f"Assumed shift of D: {shift:.2f} eV")
print(f"P with D lowered by the shift: {P_low:.4f}")
print(f"P with D raised by the shift: {P_high:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Splitting over thermal energy R/kT: {R / kT:.1f}")
print(f"Random networks averaged per size: {samples_per_size}")
print(f"Lowest-state P, network of {6 ** 3} sites: {P_small:.6f}")
print(f"Lowest-state P, network of {10 ** 3} sites: {P_large:.6f}")
print(f"P times number of sites, smaller network: {P_small * 6 ** 3:.3f}")
print(f"P times number of sites, larger network: {P_large * 10 ** 3:.3f}")
print(f"Ratio of the two network P values: {P_small / P_large:.3f}")
print("no test failed")
```

It prints:

```
Largest error of P in 300 random pairs: 1.4e-15
P for equal site energies: 0.5000
P for uncoupled unequal sites: 1.0000
Hopping t: 0.50 eV
Site-energy difference D: 0.75 eV
Level splitting R: 1.2500 eV
Lower state energy from mean: -0.6250 eV
Lower state amplitudes, high-energy site then low-energy site: 0.4472, 0.8944
Lower state weights, same order: 0.2000, 0.8000
Lower state P: 0.6800
Upper state energy from mean: 0.6250 eV
Upper state amplitudes, high-energy site then low-energy site: 0.8944, -0.4472
Upper state weights, same order: 0.8000, 0.2000
Upper state P: 0.6800
Participation number 1/P: 1.4706 sites
D at which P = 3/4: 1.0000 eV
Table, same t: D = 0.0 eV gives P = 0.5000
Table, same t: D = 0.5 eV gives P = 0.6000
Table, same t: D = 1.0 eV gives P = 0.7500
Table, same t: D = 2.0 eV gives P = 0.9000
Table, same t: D = 4.0 eV gives P = 0.9706
Oscillation period h/R: 3.309 fs
Average return probability, high-energy site: 0.6800
Average return probability, low-energy site: 0.6800
Assumed metal spacing: 0.33 nm
Band mass implied by t: 0.350 electron masses
Assumed orbital overlap: 0.20
Effective D with overlap: 0.7655 eV
Effective t with overlap: 0.5208 eV
P with overlap: 0.6753
Assumed shift of D: 0.10 eV
P with D lowered by the shift: 0.6485
P with D raised by the shift: 0.7097
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Splitting over thermal energy R/kT: 48.4
Random networks averaged per size: 4
Lowest-state P, network of 216 sites: 0.004755
Lowest-state P, network of 1000 sites: 0.001045
P times number of sites, smaller network: 1.027
P times number of sites, larger network: 1.045
Ratio of the two network P values: 4.548
no test failed
```
